# Valley splitting in biaxially strained (001) silicon and its inversion layers, part 2

The problem is how biaxial strain on (001) splits the six conduction-band valleys of silicon. Strain $\varepsilon$ is a symmetric, uniform matrix measured from unstrained silicon, with extension positive. The axes $x,y,z$ are the cube axes, and $z$ is normal to the surface. Biaxial strain has $\varepsilon_{xx}=\varepsilon_{yy}=e_\parallel$, $\varepsilon_{zz}=e_\perp$ and no shear. The twofold valleys on $\pm z$ have energy $E_2$, the fourfold valleys on $\pm x,\pm y$ have energy $E_4$, and $S=E_2-E_4$. The algebra uses atomic units ($\hbar$, electron mass and elementary charge equal to one); numerical energies are in eV.

To first order, a valley with unit axis $\mathbf n$ shifts by

$$\delta E_{\mathbf n}=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\,\mathbf n. \tag{8}$$

Here $\Xi_d=\Xi_{xx}$ and $\Xi_u=\Xi_{zz}-\Xi_{xx}$, where $\Xi_{ij}$ is the deformation-potential tensor of the $z$ valley in the unstrained crystal. The band at each minimum is assumed nondegenerate apart from spin. For biaxial strain,

$$S=E_2-E_4=\Xi_u(e_\perp-e_\parallel). \tag{9}$$

Relative to the six-valley mean $\bar E$,

$$E_2-\bar E=\tfrac23S,\qquad E_4-\bar E=-\tfrac13S .$$

A valley's minimum moves in wave-vector space at first order in strain, but this motion changes its energy only at second order.

The numerical tests use a local pseudopotential model of silicon with 137 plane waves, which gives $\Xi_u=7.965$ eV. The model omits nonlocal terms, spin-orbit coupling and the self-consistent response of the electrons to strain. With every minimum found anew in the strained crystal, for five strain pairs with components up to $4\times10^{-4}$, the largest deviation of $S$ from (9) was 0.048% of the predicted value.

### What remains beyond first order

If $e_\perp=e_\parallel$, the crystal is still cubic and the six valleys are equivalent at any such strain for which they remain the minima followed here. Then $S(e_\parallel,e_\parallel)=0$ without any expansion. For a smooth $S$, integration from this zero gives

$$S(e_\parallel,e_\perp)=(e_\perp-e_\parallel)\int_0^1\frac{\partial S}{\partial e_\perp}\big(e_\parallel,\;e_\parallel+t(e_\perp-e_\parallel)\big)\,dt .$$

At zero strain the integrand is $\Xi_u$. The full splitting therefore keeps the factor $e_\perp-e_\parallel$, while its coefficient becomes $\Xi_u$ plus terms of the order of the strain. It is no longer a function of the difference alone. At 1% hydrostatic strain the model gives a splitting of $2\times10^{-13}$ eV, zero within rounding.

### A layer with a free surface

In a thin layer grown coherently on a thick substrate, the substrate fixes $e_\parallel$. The normal strain adjusts until the normal stress vanishes. Without shear, the elastic energy per volume of a cubic crystal is

$$U=\tfrac12C_{11}(\varepsilon_{xx}^2+\varepsilon_{yy}^2+\varepsilon_{zz}^2)+C_{12}(\varepsilon_{xx}\varepsilon_{yy}+\varepsilon_{yy}\varepsilon_{zz}+\varepsilon_{zz}\varepsilon_{xx}).$$

Inserting the biaxial strain,

$$U=C_{11}e_\parallel^2+\tfrac12C_{11}e_\perp^2+C_{12}(e_\parallel^2+2e_\parallel e_\perp).$$

The normal stress is the derivative with respect to $e_\perp$ at fixed $e_\parallel$:

$$\sigma_{zz}=C_{11}e_\perp+2C_{12}e_\parallel=0,\qquad e_\perp=-\frac{2C_{12}}{C_{11}}e_\parallel .$$

Equation (9) becomes

$$S=-\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)e_\parallel. \tag{10}$$

If $C_{12}=0$, the layer does not contract and $S=-\Xi_ue_\parallel$. If $C_{12}$ approaches $C_{11}$, then $e_\perp$ approaches $-2e_\parallel$, the volume is preserved and $S$ approaches $-3\Xi_ue_\parallel$. For positive $\Xi_u$, in-plane tension puts the twofold valleys below the fourfold valleys, and in-plane compression puts them above.

### Numbers for a strained silicon layer

Take $e_\parallel=0.8\%$, roughly the tension of silicon grown coherently on relaxed silicon-germanium with one fifth germanium. Rough typical parameters are $C_{11}=166$ GPa, $C_{12}=64$ GPa and $\Xi_u=9$ eV. Then

$$\frac{e_\perp}{e_\parallel}=-\frac{2\times64}{166}=-0.771,\qquad e_\perp=-0.617\%,$$

$$e_\perp-e_\parallel=-0.617\%-0.800\%=-1.417\%,$$

$$S=9\ \text{eV}\times(-0.01417)=-0.1275\ \text{eV}.$$

The twofold valleys lie about 0.13 eV (130 meV) below the fourfold valleys. Relative to the six-valley mean, the twofold set is lowered by 0.085 eV and the fourfold set raised by 0.043 eV.

The pseudopotential model shows how much the linear law omits here. With its own $\Xi_u$, the linear law gives $-0.1128$ eV and the full calculation gives $-0.1127$ eV. With both strains reversed, the full value is $+0.1130$ eV. The nonlinear part is thus about 0.1 to 0.2% of the splitting.

This small figure was obtained at the free-surface strain ratio only. The deviation of 0.048% found above at strains up to $4\times10^{-4}$ would grow to about 1% at twenty times the strain, if it grows linearly. Other ratios of $e_\perp$ to $e_\parallel$ can therefore have larger corrections.

The choice of $\Xi_u$ matters more: the model's splitting is 12% smaller in magnitude than that from the round value of 9 eV.

The motion of the $z$ valley lowers its energy by $8\times10^{-5}$ eV at this strain. At one tenth of the strain the gain was below one fiftieth of that value. A first-order effect would have fallen to one tenth, so the test supports the statement that valley motion changes the energy only at second order. The model's transverse mass rises from 0.200 to 0.203 electron masses, by about 2%.

### Confinement adds a second splitting

In an n-channel inversion layer, the surface field confines electrons along $z$. Let $F$ be the force on an electron towards the oxide, taken constant, and let $m$ be the valley's mass along $z$. For $z>0$,

$$-\frac{1}{2m}\psi''+Fz\,\psi=E\psi .$$

Set $\zeta=z/L-E/(FL)$. Then $Fz-E=FL\zeta$, and the equation becomes

$$\frac{d^2\psi}{d\zeta^2}=2mFL^3\,\zeta\,\psi .$$

The choice $L=(2mF)^{-1/3}$ makes the factor one. The solution that decays into the silicon is the Airy function $\mathrm{Ai}(\zeta)$. A hard wall at $z=0$ requires $\mathrm{Ai}(-E/FL)=0$. If $-\alpha_1$ is the first zero, the lowest level is

$$E=\alpha_1FL=\alpha_1\frac{F^{2/3}}{(2m)^{1/3}} .$$

A heavier mass gives a lower level. The $z$ valleys have the longitudinal mass along $z$, here $m_l=0.92$ electron masses. The other four have the transverse mass, $m_t=0.19$. Confinement therefore also favours the twofold set.

The oxide is better represented by a barrier of finite height $\Phi$ and mass $m_{ox}$. Inside it, $\psi$ is proportional to $e^{\lambda z}$ with $\lambda=\sqrt{2m_{ox}(\Phi-E)}$. Continuity of $\psi$ and of the current, which involves $\psi'/m$, gives

$$\frac{\mathrm{Ai}'(-E/FL)}{mL}=\frac{\lambda}{m_{ox}}\,\mathrm{Ai}(-E/FL) .$$

As $\Phi\to\infty$, $\lambda$ diverges and the hard-wall condition returns. For a high barrier, the silicon wave function extrapolates to zero at a distance

$$d=\frac{\psi(0)}{\psi'(0)}=\frac{m_{ox}}{m\lambda}$$

behind the interface. This acts like a hard wall at $z=-d$, where the linear potential is $-Fd$, so the level falls by about $Fd$. The fall is greater for a light mass, which reduces the difference between the two sets.

With an effective field of 0.5 MV/cm, a barrier of 3.1 eV and an oxide mass of 0.5, all rough typical values, the lowest levels are 0.1055 eV for the twofold set and 0.1655 eV for the unstrained fourfold set. The confinement splitting is $-0.060$ eV; a hard wall would give $-0.076$ eV. Penetration into the oxide thus removes about one fifth of the hard-wall value. A direct grid solution of the finite-barrier problem, with cells of 0.01 nm, agreed with both levels within $3\times10^{-4}$ eV.

A uniform strain shifts the band edge of a valley equally at every depth in the silicon, which is assumed thicker than the extent of the occupied states. If the masses and the barrier height measured from each valley are held fixed, all levels of a valley shift together and the splittings add:

$$-0.1275\ \text{eV}-0.0600\ \text{eV}\approx-0.188\ \text{eV}.$$

Confinement is therefore not a small correction to the bulk strain splitting. In this constant-field estimate it is about half as large.

### Occupation at 300 K

For parabolic motion in the plane, with $m_d$ the geometric mean of the two in-plane masses, the density of states per area and valley is $m_d/\pi$, including spin. The number of electrons per area in a level $E_n$ of a set with $g$ valleys is

$$N_n=\frac{g\,m_d}{\pi}\int_{E_n}^{\infty}\frac{dE}{1+e^{(E-\mu)/k_BT}}=\frac{g\,m_d}{\pi}k_BT\ln\!\left(1+e^{(\mu-E_n)/k_BT}\right),$$

where $\mu$ is the chemical potential. For the twofold set $g=2$ and $m_d=m_t$. For the fourfold set $g=4$ and $m_d=\sqrt{m_lm_t}$.

Keeping the lowest level of each set and using Boltzmann statistics, the strained population ratio is

$$\frac{N_4}{N_2}\approx\frac{4\sqrt{0.92\times0.19}}{2\times0.19}\,e^{-0.1876/0.02585}\approx4.40\times7.1\times10^{-4}\approx0.003 .$$

Counting five levels in each set with Fermi statistics, at a sheet density of $5\times10^{12}$ cm$^{-2}$, puts 99.5% of the electrons in the twofold valleys. Boltzmann statistics gives 99.7%. Without strain, at the same density and in the same well, the Fermi result is 63.7%. In the strained layer the chemical potential lies 0.019 eV above the lowest level, so the electrons are moderately degenerate.

These populations bear on mobility through the mass. In a relaxation-time model mobility is proportional to the scattering time times the mean inverse mass in the plane. That inverse mass is $1/0.19=5.26$ for the twofold set and $\tfrac12(1/0.92+1/0.19)=3.18$ for the fourfold set. Weighting by population gives 4.51 without strain and 5.25 with strain. If the scattering time were the same for all electrons and unchanged by strain, mobility in this fixed triangular well would rise by about 17%. Strain also changes scattering between valleys, which this estimate leaves out, so 17% is not a prediction of the measured mobility.

### The real device and the conditions of the result

The tension, field and density are in the regime of strained-silicon n-channel transistors. The depletion density $N_{dep}$ and the oxide field follow from Gauss's law. Let $N_s$ be the sheet density and $q_e$ the elementary charge, in SI units. The field in the silicon is $q_e(N_{dep}+N_s)/\epsilon_{Si}$ at the interface and $q_eN_{dep}/\epsilon_{Si}$ just behind the inversion charge. Its average over that charge is the effective field, $q_e(N_{dep}+\tfrac12N_s)/\epsilon_{Si}$. Without charge at the interface or in the oxide, the oxide field is $q_e(N_{dep}+N_s)/\epsilon_{ox}$. With relative permittivities of 11.7 for silicon and 3.9 for the oxide, these relations give $N_{dep}=7.3\times10^{11}$ cm$^{-2}$ and an oxide field of 2.7 MV/cm, well below the roughly 10 MV/cm at which good thermal oxide breaks down. Real devices break the assumption of zero normal stress when a gate or capping layer presses on the channel. At fixed $e_\parallel$, the stress condition becomes $e_\perp=(\sigma_{zz}-2C_{12}e_\parallel)/C_{11}$, which adds $\Xi_u\sigma_{zz}/C_{11}$ to $S$. One GPa of normal compression would thus change $S$ by $-9/166=-0.054$ eV. If the layer loses a tenth of its in-plane strain by relaxation, (10) reduces the magnitude of $S$ by a tenth. The real well also bends as the inversion charge screens the field. The fourfold states, which are lighter along $z$, reach farther into the region of weaker field, so the constant effective field overstates the confinement splitting here.

Unequal strains along $x$ and $y$, as in a channel stressed along the $x$ axis, divide the fourfold set as well. Equation (8) then gives $E_x-E_y=\Xi_u(\varepsilon_{xx}-\varepsilon_{yy})$, and a single $E_4$ no longer exists. A channel stressed along [110] instead has $\varepsilon_{xx}=\varepsilon_{yy}$ together with a shear $\varepsilon_{xy}$. Equation (8) then keeps the fourfold set together, and the effect of the shear on masses and, beyond first order, on energies lies outside this treatment. The linear law also fails if strain brings another band close enough to a minimum that the band energy no longer varies smoothly over the strain range considered. The values behind these estimates are collected in the numerical output below.

## Table of computed values

```
PSEUDOPOTENTIAL MODEL
lattice constant           5.43 angstrom
plane waves                137
indirect gap               1.170 eV
valley position            0.8319 (2 pi/a)
Xi_zz, z valley            -1.869 eV
Xi_xx, z valley            -9.834 eV
Xi_u kinetic part          6.060 eV
Xi_u potential part        1.905 eV
Xi_u total                 7.965 eV
Xi_u, 283 plane waves     7.839 eV
slope of minimum, e_zz     -1.869 eV
slope of minimum, e_xx     -9.834 eV
worst error of linear law  0.048 % (strains to 4e-4)
splitting, 1% hydrostatic  1.7e-13 eV
STRAINED LAYER
C11, C12                   166, 64 GPa
e_perp/e_par               -0.7711
e_par                      0.800 %
e_perp                     -0.617 %
e_perp - e_par             -1.417 %
round Xi_u                 9.0 eV
E2 - E4, linear law        -0.1275 eV
NEGLECTED STRAIN EFFECTS, PSEUDOPOTENTIAL MODEL
E2 - E4 linear             -0.1128 eV
E2 - E4 full               -0.1127 eV
E2 - E4 full, signs turned 0.1130 eV
gain from valley motion    8.08e-05 eV
transverse mass, free      0.1997 m0
transverse mass, strained  0.2032 m0
INVERSION LAYER
masses ml, mt, oxide       0.92, 0.19, 0.5 m0
effective field            0.5 MV/cm
oxide barrier              3.1 eV
lowest twofold level       0.1055 eV
lowest fourfold level      0.1655 eV (no strain)
confinement E2 - E4        -0.0600 eV
same with hard wall        -0.0759 eV
strain + confinement       -0.1876 eV
temperature, kT            300 K, 0.02585 eV
sheet density              5.0e+12 cm^-2
depletion density          7.33e+11 cm^-2
mu - lowest level          0.0188 eV (strained)
twofold share, no strain   63.7 %
twofold share, strained    99.5 %
same, Boltzmann            99.7 %
oxide field                2.66 MV/cm
```
